# Thickness of a Molten Silicon Film on an Inclined Feed-Rod Front

## Definitions and conventions

In the floating-zone process a silicon feed rod moves slowly downwards and melts at its lower end. The melting front is taken as a cone that narrows downwards, with its surface at an angle $\beta=45^\circ$ to the horizontal. Melt runs down this surface as a thin film hanging on the underside of the solid.

Let $s$ be the distance down the slope and $y$ the distance from the solid into the film. The free surface is at $y=h$, and $u(y)$ is the downslope velocity. The volume flux per unit width is

$$q=\int_0^h u\,dy,\qquad U=\frac{q}{h},$$

where $U$ is the mean speed. The kinematic viscosity is $\nu$, the melt density $\rho_l$, and $a=g\sin\beta$ is the downslope part of gravity. SI and engineering units are used. The given values are $q=1.25\times10^{-6}\ \mathrm{m^2/s}$ and $\nu=3\times10^{-7}\ \mathrm{m^2/s}$, and $a=6.934\ \mathrm{m/s^2}$.

The film is assumed smooth, continuous, steady and laminar, and the gas exerts no appreciable drag on it.

## Back-of-envelope argument

The velocity changes by about $U$ across the distance $h$, so the viscous force per unit mass is about $\nu U/h^2$. It must balance $a$. With $U=q/h$,

$$\frac{\nu q}{h^3}\sim a,\qquad h\sim\left(\frac{\nu q}{a}\right)^{1/3}
=\left(\frac{3.75\times10^{-13}}{6.934}\right)^{1/3}\mathrm{m}\approx 38\ \mu\mathrm{m}.$$

This fixes the scale and the cube root, but not the numerical factor, which depends on the velocity profile.

## Controlled derivation

The film is far thinner than the distance over which it changes. To leading order the acceleration and the pressure gradient along the film can then be dropped; both are sized below. What remains is

$$\nu\frac{d^2u}{dy^2}=-a,\qquad u(0)=0,\qquad u'(h)=0.$$

The first condition is no slip at the solid, whose own slow motion is treated later. The second is zero shear stress at the free surface. One integration with $u'(h)=0$ gives $u'=(a/\nu)(h-y)$. A second, with $u(0)=0$, gives

$$u=\frac{a}{\nu}\left(hy-\frac{y^2}{2}\right).$$

The flux is therefore

$$q=\frac{a}{\nu}\left(\frac{h^3}{2}-\frac{h^3}{6}\right)=\frac{a h^3}{3\nu},
\qquad h=\left(\frac{3\nu q}{g\sin\beta}\right)^{1/3}.$$

The normal part of gravity does not enter: in a uniform film it changes the pressure across the film, but not along it. The same thickness would hold on the upper side of an equally steep plane.

For the given values,

$$h^3=\frac{3(3\times10^{-7})(1.25\times10^{-6})}{6.934}
=1.622\times10^{-13}\ \mathrm{m^3},\qquad h=54.5\ \mu\mathrm{m}.$$

A discretized solution of the velocity problem, with the thickness adjusted until the integrated flux equals $q$, also gives $54.54\ \mu\mathrm m$.

The mean speed is $U=22.9$ mm/s. At $y=h$ the profile gives $u=ah^2/(2\nu)=3U/2$, or 34.4 mm/s. The Reynolds number is $\mathrm{Re}=Uh/\nu=q/\nu=4.17$.

## Comparison and limiting cases

The derivation multiplies the scaling estimate by $3^{1/3}=1.44$, which takes 38 to 55 µm. The cube root also softens errors in the data. With $q$ and $\beta$ fixed, lowering $\nu$ by 20% gives 50.6 µm and raising it by 20% gives 58.0 µm.

A second case shows how much the free surface matters. If a stationary rigid skin covered the melt, the condition at $y=h$ would be $u(h)=0$. Then

$$u=\frac{a}{2\nu}y(h-y),\qquad
q=\frac{a}{2\nu}\left(\frac{h^3}{2}-\frac{h^3}{3}\right)=\frac{ah^3}{12\nu}.$$

At the same flux the film would be $4^{1/3}=1.59$ times thicker, about 87 µm.

As $\beta\to0$ the formula diverges. Gravity then no longer drives the flow along the front, and pressure gradients neglected here take over.

## Where the flux comes from

Let the rod have radius $R$, solid density $\rho_s$ and feed speed $v$, with the front at rest in the laboratory. The solid melted between radius $r$ and the rim must cross the circle of circumference $2\pi r$ as liquid:

$$\rho_s v\,\pi(R^2-r^2)=\rho_l\,2\pi r\,q,
\qquad q(r)=\frac{\rho_s}{\rho_l}\,v\,\frac{R^2-r^2}{2r}.$$

With $A=\rho_l q/(\rho_s v)$ this reads $r^2+2Ar-R^2=0$, whose positive root is $r=-A+\sqrt{A^2+R^2}$.

Take $R=50$ mm, $v=3$ mm/min, and rough densities of 2300 kg/m³ for the solid and 2560 kg/m³ for the melt. Then $A=27.8$ mm, and the stated flux occurs at $r=29.4$ mm. The slant length above this circle is $L=(R-r)/\cos\beta=29.1$ mm, so $h/L\approx0.002$, as the thin-film approximation requires.

## Sizes of the neglected effects

**General rule.** Let the driving force change by a small fraction $\varepsilon$, let a downslope stress $\tau$ act on the surface, and let the solid slide downslope at speed $w$. The stress adds $\tau y/(\rho_l\nu)$ to the velocity and the sliding adds $w$, so

$$q=\frac{a(1+\varepsilon)h^3}{3\nu}+\frac{\tau h^2}{2\rho_l\nu}+wh.$$

At fixed $q$, the first-order change $\delta h$ obeys

$$0=3q\frac{\delta h}{h}+\varepsilon q+\frac{\tau h^2}{2\rho_l\nu}+wh.$$

Dividing by $3q$ and using $3\nu q=ah^3$ in the stress term gives

$$\frac{\delta h}{h}=-\frac{\varepsilon}{3}-\frac{\tau}{2\rho_l a h}-\frac{wh}{3q}.$$

With the rough melt density given above, the gravity force density is $\rho_l a\approx1.78\times10^4\ \mathrm{N/m^3}$.

**Inertia.** For the parabolic profile,

$$\int_0^h u^2dy=9U^2h\left(\frac13-\frac14+\frac1{20}\right)=\frac65\frac{q^2}{h},
\qquad \nu u'(0)=\frac{3\nu q}{h^2}.$$

The momentum balance over the whole thickness of the conical film is then

$$\frac65\frac{d}{ds}\left(\frac{rq^2}{h}\right)=r\left(ah-\frac{3\nu q}{h^2}\right).$$

Fresh melt is taken to bring no downslope momentum. The left side divided by $rah$ is the fraction of gravity spent on acceleration. To evaluate it, use $h\propto q^{1/3}$, so that $rq^2/h\propto rq^{5/3}$, together with $dr/ds=-\cos\beta$:

$$\frac{d}{ds}\ln\frac{rq^2}{h}=\cos\beta\left[\frac{2}{3r}+\frac{10r}{3(R^2-r^2)}\right]\approx58\ \mathrm{m^{-1}}.$$

The fraction is $\tfrac65U^2(58\ \mathrm{m^{-1}})/a\approx0.0053$, and the film is thicker by one third of this, 0.18%. Integrating the momentum balance from near the rim gives the same 0.18%. This confirms the local estimate within the parabolic profile; it does not test the profile itself.

**Capillarity.** The outward unit normal of the cone has radial component $\sin\beta$, and its divergence, the surface curvature, is $\sin\beta/r$. The melt pressure therefore exceeds the gas pressure by $\gamma\sin\beta/r$, where $\gamma$ is the surface tension. It rises towards the axis and opposes the flow:

$$\frac{dp}{ds}=\frac{\gamma\sin\beta\cos\beta}{r^2}=434\ \mathrm{Pa/m}$$

for a rough $\gamma=0.75$ N/m. This is 2.4% of gravity and thickens the film by 0.8%.

**Thermocapillarity.** The melting solid holds one side of the film at the melting temperature. If an absorbed heat flux $\Phi$ crosses the film by conduction, the surface is hotter by $\Phi h/k$, where $k$ is the thermal conductivity. With rough values $\Phi=4\times10^5\ \mathrm{W/m^2}$ and $k=60$ W/(m K) this is 0.36 K. Induction deposits part of the heat deeper down, so for this $\Phi$ the value is an upper size.

If the overheating varies by its own size over $L$, and the surface tension changes by roughly $2\times10^{-4}$ N/m per kelvin, the stress is

$$|\tau|\sim\frac{(2\times10^{-4})(0.364)}{0.0291}\ \mathrm{Pa}=0.0025\ \mathrm{Pa}.$$

The surface tension falls with temperature. Where the surface is warmer downslope, the stress points upslope and thickens the film by 0.13%.

**Motion of the solid.** The rod descends at $v$, so $w=v\sin\beta$, and the film is thinner by 0.05%.

**Magnetic pressure.** An induction coil produces an oscillating magnetic field along the surface, with complex amplitude $H$. In a conductor of conductivity $\sigma$ at angular frequency $\omega$,

$$H''=i\omega\mu_0\sigma H=\kappa^2H,\qquad
\kappa=\frac{1+i}{\delta},\qquad \delta=\sqrt{\frac{2}{\omega\mu_0\sigma}}.$$

The electric field amplitude is $E=H'/\sigma$ in the orientation used here. A wave decaying into deep material has $E=zH$ with $z=\kappa/\sigma$. Let subscripts $l$ and $s$ denote film and solid, and let $H_b$ be the field at their boundary. Continuity of $H$ and $E$ there gives, in the film,

$$H=H_b\left[\cosh\kappa_l y+\frac{z_s}{z_l}\sinh\kappa_l y\right],\qquad
E=H_b\left[z_l\sinh\kappa_l y+z_s\cosh\kappa_l y\right].$$

Their ratio at $y=h$ is the surface impedance $Z$, and the absorbed heat flux is $\Phi=\tfrac12\mathrm{Re}(Z)H_0^2$, where $H_0$ is the peak field at the surface.

At 3 MHz, with rough conductivities of $1.2\times10^6$ S/m for the melt and $5\times10^4$ S/m for the hot solid, the skin depths are 265 µm and 1.3 mm. The formulas give $\mathrm{Re}\,Z=9.36\ \mathrm{m\Omega}$, and hence

$$H_0=\sqrt{\frac{2(4\times10^5)}{9.36\times10^{-3}}}\ \mathrm{A/m}\approx9.2\ \mathrm{kA/m}.$$

The time-averaged magnetic force per volume, directed into the metal, is $d(\mu_0|H|^2/4)/dy$. Across the film it raises the pressure by

$$p_m=\frac{\mu_0}{4}\left(H_0^2-|H_b|^2\right)=21.6\ \mathrm{Pa}.$$

Although the film is much thinner than the skin depth of the melt, it takes up 80% of the magnetic pressure, because the solid beneath conducts poorly. The magnetic force is taken here as purely normal to the film, so it acts along the film only through this pressure. This leaves out a tangential force that arises where the phase of the electric field varies along the film. Even the slow thickening of the film downslope causes such a variation. For a uniform surface field of the strength found above, this tangential force alone thins the film by about 2%. The same thickening also creates a magnetic pressure gradient, largest at the free surface, which thickens the film by about 0.6%. The net thinning of about 1.4% is not included in the sum below. If instead $p_m$ varies by its own size over $L$ because the surface field varies at fixed thickness, the pressure gradient along the film is about 4% of gravity at the solid and falls to zero at the free surface. Treating it as uniform across the film therefore gives an upper size for the thickness change, 1.4%. The sign depends on where the field is strongest. A field varying over a shorter distance near the coil would have a proportionally larger effect.

The absolute values of these five shifts add up to 2.6%. This is a sum of sizes, not an error bound, and it is smaller than the change caused by a 20% error in viscosity.

## Does the film stay smooth?

Consider first a film without an induction field or surface-tension gradients, and waves that are long compared with $h$ and uniform across the slope. Locally the film is treated as plane, without fresh melt. The leading velocity is the parabola found above, with $h=h(s,t)$. Volume conservation, $h_t+q_s=0$, gives $h_t=-(a/\nu)h^2h_s$ to leading order, where subscripts $s$ and $t$ on $h$ and $q$ denote derivatives. Continuity gives the normal velocity $-(a/\nu)h_sy^2/2$. The acceleration is then

$$\frac{a^2h_s}{\nu^2}\left[-h^2y+y\left(hy-\frac{y^2}{2}\right)-\frac{y^2}{2}(h-y)\right]
=\frac{a^2h_s}{\nu^2}\left(\frac{hy^2}{2}-h^2y\right).$$

The three terms in the bracket come from the time derivative, the downslope transport and the normal transport.

A small correction $u_1$ obeying $\nu u_1''=f(y)$, $u_1(0)=0$ and $u_1'(h)=0$ carries a flux that follows from the weight $W=hy-y^2/2$. Since $W''=-1$, two integrations by parts, whose boundary terms vanish, give

$$\int_0^h u_1\,dy=-\int_0^h W''u_1\,dy=-\frac1\nu\int_0^h Wf\,dy.$$

For the acceleration,

$$\int_0^h W\left(\frac{hy^2}{2}-h^2y\right)dy=h^6\left(\frac18-\frac13-\frac1{20}+\frac18\right)=-\frac{2h^6}{15}.$$

In the hanging film the pressure relative to the gas is $-\rho_lg\cos\beta\,(h-y)-\gamma h_{ss}$. It contributes $f=-g\cos\beta\,h_s-(\gamma/\rho_l)h_{sss}$, and $\int_0^hW\,dy=h^3/3$. Altogether,

$$q=\frac{ah^3}{3\nu}+Dh_s+\Gamma h_{sss},\qquad
D=\frac{2a^2h^6}{15\nu^3}+\frac{g\cos\beta\,h^3}{3\nu},\qquad
\Gamma=\frac{\gamma h^3}{3\rho_l\nu}.$$

Insert this into $h_t+q_s=0$ with a small disturbance proportional to $e^{iks+\lambda t}$:

$$\lambda=-ik\frac{ah^2}{\nu}+Dk^2-\Gamma k^4.$$

The waves travel at $ah^2/\nu=3U$. Their growth rate $Dk^2-\Gamma k^4$ is largest at $k^2=D/(2\Gamma)$, where it equals $D^2/(4\Gamma)$.

With $ah^3=3\nu q$ the two parts of $D$ become $\tfrac65q\,\mathrm{Re}=6.25\times10^{-6}\ \mathrm{m^2/s}$ from inertia and $q\cot\beta=1.25\times10^{-6}\ \mathrm{m^2/s}$ from hanging. Both are positive, so in this approximation a hanging film is unstable at any flux. On the upper side of a plane the second part changes sign, and long waves grow if $\mathrm{Re}>\tfrac56\cot\beta$. At $\mathrm{Re}=4.17$ and $45^\circ$ that film would be unstable too.

With $\Gamma=5.28\times10^{-11}\ \mathrm{m^4/s}$, the fastest wave is 23.6 mm long and grows at 0.266 s⁻¹. The full linear viscous eigenvalue problem at the same wavelength gives 0.264 s⁻¹, about 1% less. With the speed and growth rate found at the lower end, a wave would cross $L$ in $L/(3U)=0.42$ s and its amplitude would grow by a factor of about $e^{0.266\times0.424}=1.12$. Higher up the flux is smaller and the waves are slower, but the largest growth per distance, $D^2/(12\Gamma U)$, is smaller too: since $D=q(\tfrac65\mathrm{Re}+\cot\beta)$ and $\Gamma\propto q$, the ratio $D^2/\Gamma$ falls at least in proportion to $q$, while $U$ falls only as $q^{2/3}$. Without the field and surface-tension gradients, the film is unstable, but small waves grow little, if at all, down to this circle. Closer to the axis the flux and the growth per distance rise, and the amplification reaches roughly 1.4 at $r=10$ mm. Since the wavelength is comparable with $L$, this factor is a size and not a prediction for a particular front.

This result does not carry over to a front under the induction coil. Let the current flow across the slope, and let $\varphi$ be the phase of the electric field. If $\varphi$ varies along the film, the mean force per volume along the film is

$$-\frac{\sigma_l|E|^2}{2\omega}\frac{d\varphi}{ds}.$$

The electric field lags more where the film is thicker, so this force points towards the thicker parts and feeds the waves. The magnetic pressure opposes it, but at the field strength estimated above the tangential force is the stronger of the two and far exceeds the hanging term. Per unit slope $h_s$, the three forces are about $1.2\times10^6$, $0.4\times10^6$ and $1.8\times10^4\ \mathrm{N/m^3}$. Added to $D$, they give a linear growth rate of about 20 s⁻¹ if the field is treated as locally one-dimensional, and more if its variation along the film is kept. This is an amplification of at least $e^8$ over $L$, enough for small waves to become large. A smooth film under the coil is therefore an assumption and not a result, and the thickness formula applies only where that assumption holds.

## The real process

A rod of 50 mm radius fed at a few millimetres per minute under a coil near 3 MHz is a rough picture of industrial float-zone growth. The assumptions most open to doubt are the uniform slope and the complete, even film. At the same $q$, a local slope of $30^\circ$ gives $(\sin45^\circ/\sin30^\circ)^{1/3}=1.12$ times the thickness, about 61 µm. If the melt gathered into broad streams covering half the circumference, the flux within them would double and the thickness would rise by $2^{1/3}$, to about 69 µm. Narrow rivulets with strongly curved surfaces, or melt soaking into a rough or porous front, lie outside the model.

For a smooth film with the stated flux and viscosity, about 55 µm is a sound estimate. Under the coil the linear estimate above makes such a film strongly unstable, so on a real front the value gives only the scale of the thickness. The further digits printed in the numerical output serve to compare calculations and do not express physical accuracy.

## Computed values

```
Flux per unit width q: 1.25e-06 m^2/s
Kinematic viscosity nu: 3e-07 m^2/s
Inclination beta: 45 degrees
Gravity g: 9.80665 m/s^2
Gravity along front g sin(beta): 6.934 m/s^2
Cube of thickness: 1.622e-13 m^3
Film thickness, formula: 54.54 um
Film thickness, numerical velocity: 54.54 um
Mean speed U: 22.92 mm/s
Surface speed: 34.38 mm/s
Reynolds number q/nu: 4.167
Thickness if nu is 20% lower: 50.63 um
Thickness if nu is 20% higher: 57.96 um
Rough melt density: 2560 kg/m^3
Rough solid density: 2300 kg/m^3
Rough surface tension: 0.75 N/m
Rough size of its temperature slope: 0.0002 N/(m K)
Rough melt thermal conductivity: 60 W/(m K)
Rough melt electrical conductivity: 1.2e+06 S/m
Rough hot-solid electrical conductivity: 5e+04 S/m
Feed-rod radius: 50 mm
Feed speed: 3 mm/min
Rough absorbed heat flux: 4e+05 W/m^2
Inductor frequency: 3 MHz
Radius where q occurs: 29.40 mm
Slant length L above it: 29.14 mm
Gravity force density along film: 17752 N/m^3
Thickness shift, inertia estimate: 0.177 %
Thickness shift, inertia integrated: 0.177 %
Capillary pressure gradient: 434.0 Pa/m
Thickness shift, capillarity: 0.815 %
Surface overheating, upper size: 0.364 K
Thermocapillary stress: 0.00250 Pa
Thickness shift, thermocapillarity: 0.129 %
Thickness shift, moving solid: -0.051 %
Skin depth in melt: 265.3 um
Skin depth in hot solid: 1299 um
Surface resistance of layered front: 9.360 mohm
Peak magnetic field at surface: 9245 A/m
Share of magnetic pressure in film: 0.804
Magnetic pressure taken up in film: 21.59 Pa
Thickness shift, magnetic (either sign): 1.391 %
Sum of absolute shifts: 2.56 %
Wave coefficient D, inertia part: 6.25e-06 m^2/s
Wave coefficient D, hanging part: 1.25e-06 m^2/s
Wave coefficient Gamma: 5.281e-11 m^4/s
Fastest-growing wavelength: 23.58 mm
Growth rate, long-wave formula: 0.2663 1/s
Growth rate, viscous eigenvalue: 0.2636 1/s
Relative shift, order 14 to 18: 7.4e-08
Wave travel time over L: 0.424 s
Wave amplification over L: 1.119
```
